# Bound Charge of Head-to-Head and Tail-to-Tail Ferroelectric Walls: a program that tests the result

```python
"""
Result under test: a flat 180-degree ferroelectric wall carries the bound
charge n.(P1 - P2) = 2 Ps cos(theta) per area, so +2 Ps for head-to-head and
-2 Ps for tail-to-tail, before mobile charge and linear dielectric response.
Symbols: Ps spontaneous polarization; n wall normal from domain 1 to domain 2;
theta angle between P1 and n; sheet_charge, period, shift define a crystal of
charged sheets; eps_r relative permittivity; w wall half-width; L distance from
wall to each grounded electrode; f fraction of 2 Ps balanced by mobile charge.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.linalg import solve_banded

nm = 1e-9
sheet_charge = 2.5
period = 0.5 * nm
shift = 0.05 * nm
eps_r = 30.0
w = 0.5 * nm
L = 5.0 * nm
Ps = sheet_charge * shift / period
eps = epsilon_0 * eps_r

print(f"Sheet charge: {sheet_charge:.2f} C/m^2")
print(f"Lattice period: {period/nm:.2f} nm")
print(f"Sheet displacement: {shift/nm:.3f} nm")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Wall half-width w: {w/nm:.2f} nm")
print(f"Wall-electrode distance L: {L/nm:.1f} nm")
print(f"Spontaneous polarization Ps: {Ps:.4f} C/m^2")


# 1. Count the charge of displaced sheets, with each cut averaged over a period.
def counted_wall_charge(u_left, u_right, cut_offset):
    x_neg = np.arange(-60, 61) * period
    u = u_left + (u_right - u_left) * (1 + np.tanh(x_neg / w)) / 2
    x = np.concatenate([x_neg, x_neg + u])
    q = np.concatenate([-sheet_charge * np.ones(x_neg.size),
                        sheet_charge * np.ones(x_neg.size)])
    left_cut = (-25 + cut_offset) * period
    right_cut = (25 + 0.5 * cut_offset) * period
    passed_left = np.clip((x - left_cut) / period, 0, 1)
    passed_right = np.clip((x - right_cut) / period, 0, 1)
    return np.sum(q * (passed_left - passed_right))


for offset in (0.0, 0.23, 0.71):
    head = counted_wall_charge(shift, -shift, offset)
    tail = counted_wall_charge(-shift, shift, offset)
    other = counted_wall_charge(shift, period - shift, offset)
    assert abs(head - 2 * Ps) < 1e-9
    assert abs(tail + 2 * Ps) < 1e-9
    assert abs(other - (2 * Ps - sheet_charge)) < 1e-9
print(f"Counted head-to-head wall charge: {head:+.4f} C/m^2")
print(f"Counted tail-to-tail wall charge: {tail:+.4f} C/m^2")
print(f"Same bulk, other displacement path: {other:+.4f} C/m^2")


# 2. Integrate a numerical divergence across tilted, distorted walls.
def divergence_wall_charge(theta):
    wall_angle = np.radians(25)
    n = np.array([np.cos(wall_angle), np.sin(wall_angle)])
    t = np.array([-n[1], n[0]])
    d = np.cos(theta) * n + np.sin(theta) * t

    def polarization(x, y):
        s = (n[0] * x + n[1] * y) / w
        along = -np.tanh(s) + 0.3 * np.exp(-(s - 1)**2)
        tangential = 0.4 / np.cosh(s)
        return Ps * (np.outer(d, along) + np.outer(t, tangential))

    s = np.linspace(-20 * w, 20 * w, 8001)
    x, y = s * n[0], s * n[1]
    h = 1e-3 * w
    div = (polarization(x + h, y)[0] - polarization(x - h, y)[0]
           + polarization(x, y + h)[1] - polarization(x, y - h)[1]) / (2 * h)
    return -np.sum((div[1:] + div[:-1]) / 2 * np.diff(s))


for degrees in (0, 60, 90, 180):
    charge = divergence_wall_charge(np.radians(degrees))
    assert abs(charge - 2 * Ps * np.cos(np.radians(degrees))) < 1e-6 * Ps
    charge = round(charge, 9) + 0.0
    print(f"Wall charge at theta = {degrees} deg: {charge:+.4f} C/m^2")


# 3. Potential of a head-to-head cylinder: dipoles against charged discs.
R = 20 * nm
z_obs = 8 * nm
nodes, weights = np.polynomial.legendre.leggauss(100)
rho = R * (nodes + 1) / 2
rho_weight = R * weights / 2
V_dipoles = 0.0
for z_low, z_high, P in ((-L, 0.0, Ps), (0.0, L, -Ps)):
    z = (z_high - z_low) * (nodes + 1) / 2 + z_low
    z_weight = (z_high - z_low) * weights / 2
    dz = z_obs - z[:, None]
    kernel = 2 * pi * rho * dz / (dz**2 + rho**2)**1.5
    V_dipoles += P * (z_weight @ kernel @ rho_weight) / (4 * pi * epsilon_0)


def disc_potential(charge, z_disc):
    distance = abs(z_obs - z_disc)
    return charge * (np.hypot(R, distance) - distance) / (2 * epsilon_0)


V_discs = (disc_potential(-Ps, -L) + disc_potential(2 * Ps, 0.0)
           + disc_potential(-Ps, L))
assert abs(V_dipoles / V_discs - 1) < 1e-8
print(f"Cylinder radius: {R/nm:.0f} nm; half-length: {L/nm:.0f} nm")
print(f"Axial observation point from wall: {z_obs/nm:.0f} nm")
print(f"Potential from dipoles, eps_r = 1: {V_dipoles:.5f} V")
print(f"Potential from charged discs: {V_discs:.5f} V")


# 4. Poisson equation with linear response and mobile charge.
def solve_wall(f, orientation):
    x = np.linspace(-L, L, 4001)
    h = x[1] - x[0]
    x_mid = (x[1:] + x[:-1]) / 2
    P_mid = -orientation * Ps * np.tanh(x_mid / w)
    bound_density = -np.diff(P_mid) / h
    mobile_density = -f * bound_density
    source = bound_density + mobile_density
    bands = np.ones((3, source.size))
    bands[1] = -2
    V = np.zeros(x.size)
    V[1:-1] = solve_banded((1, 1), bands, -source * h**2 / eps)
    E = -np.diff(V) / h
    P_total = P_mid + epsilon_0 * (eps_r - 1) * E
    total_bound = P_total[0] - P_total[-1]
    peak_mobile = np.max(np.abs(mobile_density)) / e
    return V[x.size // 2], E, P_mid, total_bound, peak_mobile


for f in (0.0, 0.9, 1.0):
    for orientation in (-1, 1):
        V0, E, P_mid, total_bound, peak = solve_wall(f, orientation)
        E_formula = orientation * (1 - f) * Ps / eps
        V_formula = E_formula * w * np.log(np.cosh(L / w))
        bound_formula = orientation * 2 * Ps * ((1 - f) / eps_r + f)
        assert abs(E[-1] - E_formula) < 1e-6 * Ps / eps
        assert abs(E[0] + E_formula) < 1e-6 * Ps / eps
        assert abs(V0 - V_formula) < 1e-4 * Ps * L / eps
        assert abs(total_bound - bound_formula) < 1e-6 * Ps
        if f < 1:
            assert E[0] * P_mid[0] < 0 and E[-1] * P_mid[-1] < 0
    print(f"Head-to-head wall, balanced fraction f = {f:.1f}:")
    print(f"  domain field magnitude: {abs(E[-1])/1e9:.4f} V/nm")
    print(f"  wall potential: {V0:.4f} V")
    print(f"  total bound charge: {total_bound:.5f} C/m^2")

peak_formula = Ps / (e * w)
assert abs(peak / peak_formula - 1) < 1e-4
print(f"Carriers for full balance: {2*Ps/e*nm**2:.4f} per nm^2")
print(f"Peak carrier density at f = 1: {peak*nm**3:.4f} per nm^3")
print("finished without a failed check")
```

Running it gives:

```
Sheet charge: 2.50 C/m^2
Lattice period: 0.50 nm
Sheet displacement: 0.050 nm
Relative permittivity: 30
Wall half-width w: 0.50 nm
Wall-electrode distance L: 5.0 nm
Spontaneous polarization Ps: 0.2500 C/m^2
Counted head-to-head wall charge: +0.5000 C/m^2
Counted tail-to-tail wall charge: -0.5000 C/m^2
Same bulk, other displacement path: -2.0000 C/m^2
Wall charge at theta = 0 deg: +0.5000 C/m^2
Wall charge at theta = 60 deg: +0.2500 C/m^2
Wall charge at theta = 90 deg: +0.0000 C/m^2
Wall charge at theta = 180 deg: -0.5000 C/m^2
Cylinder radius: 20 nm; half-length: 5 nm
Axial observation point from wall: 8 nm
Potential from dipoles, eps_r = 1: -14.06327 V
Potential from charged discs: -14.06327 V
Head-to-head wall, balanced fraction f = 0.0:
  domain field magnitude: 0.9412 V/nm
  wall potential: 4.3797 V
  total bound charge: 0.01667 C/m^2
Head-to-head wall, balanced fraction f = 0.9:
  domain field magnitude: 0.0941 V/nm
  wall potential: 0.4380 V
  total bound charge: 0.45167 C/m^2
Head-to-head wall, balanced fraction f = 1.0:
  domain field magnitude: 0.0000 V/nm
  wall potential: 0.0000 V
  total bound charge: 0.50000 C/m^2
Carriers for full balance: 3.1208 per nm^2
Peak carrier density at f = 1: 3.1207 per nm^3
finished without a failed check
```
